# Why the mean resonance width is not linear in the transmissions: verification in Python

```python
# Result under test: for poles E_n - i Gamma_n/2 with mean spacing D,
#   mean Gamma = -(D/2 pi) sum_c ln(1 - T_c),  T_c = 1 - |mean S_cc|^2,
# whereas the linear estimate is (D/2 pi) sum_c T_c.
# Cavity map: unitary step U (N x N), then partial reflection R at M channels.
# Its eigenvalues z_n of U R give Gamma_n = -2 ln|z_n| (phase units), D = 2 pi/N.
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

rng = np.random.default_rng(2718)


def log_width(transmissions, spacing):
    return -spacing / (2 * np.pi) * np.sum(np.log1p(-np.asarray(transmissions)))


def linear_width(transmissions, spacing):
    return spacing / (2 * np.pi) * np.sum(transmissions)


def random_unitary(size):
    a = rng.normal(size=(size, size)) + 1j * rng.normal(size=(size, size))
    q, r = np.linalg.qr(a)
    d = np.diag(r)
    return q * (d / np.abs(d))


def map_widths(transmission, size, samples, channels=2):
    reflect = np.ones(size)
    reflect[:channels] = np.sqrt(1 - transmission)
    out = []
    for _ in range(samples):
        z = np.linalg.eigvals(random_unitary(size) * reflect)
        out.append(-2 * np.log(np.maximum(np.abs(z), 1e-300)))
    return np.array(out)


# Single-pole logarithmic integral, with the pole above and below the cap
for gamma, eta in ((0.7, 1.1), (3.0, 0.4)):
    def integrand(x):
        return 0.5 * np.log((x*x + (eta - gamma/2)**2)
                            / (x*x + (eta + gamma/2)**2))
    integral = 2 * (quad(integrand, 0, 5)[0] + quad(integrand, 5, np.inf)[0])
    assert abs(integral + np.pi * min(gamma, 2 * eta)) < 1e-6

# Equally spaced levels: pole by root search, T by averaging S over one period
fence_rows = []
for kappa in (0.5, 2.0):
    start = mp.mpc(0.1 if kappa < 1 else 1.5, -0.5)
    root = mp.findroot(lambda z: mp.sin(z) + 1j * kappa * mp.cos(z), start)
    fence_gamma = float(-2 * mp.im(root) / mp.pi)
    x = np.pi * (np.arange(2000) + 0.5) / 2000
    s = (np.sin(x) - 1j*kappa*np.cos(x)) / (np.sin(x) + 1j*kappa*np.cos(x))
    fence_t = 1 - abs(s.mean())**2
    assert abs(fence_gamma - log_width([fence_t], 1.0)) < 1e-8
    fence_rows.append((kappa, fence_t, fence_gamma, linear_width([fence_t], 1.0)))

# One random cavity with unequal channels; T from the phase-averaged S
size = 40
trans = np.array([0.6, 0.95])
refl, amp = np.sqrt(1 - trans), np.sqrt(trans)
U = random_unitary(size)
R = np.ones(size)
R[:2] = refl
A = U * R
z, V = np.linalg.eig(A)
gammas = -2 * np.log(np.abs(z))
left = amp[:, None] * V[:2]
right = np.linalg.solve(V, U[:, :2] * amp)
phase = 2 * np.pi * (np.arange(16384) + 0.5) / 16384


def scattering(height):
    e = np.exp(-1j * phase + height)
    green = 1 / (e[:, None] - z)
    S = np.empty((len(phase), 2, 2), complex)
    for a in range(2):
        for b in range(2):
            S[:, a, b] = green @ (left[a] * right[:, b]) - refl[a] * (a == b)
    return S


S = scattering(0.0)
assert np.max(np.abs(np.conj(np.swapaxes(S, 1, 2)) @ S - np.eye(2))) < 1e-7
S_mean = S.mean(axis=0)
assert abs(S_mean[0, 1]) < 1e-6 and abs(S_mean[1, 0]) < 1e-6
T_measured = 1 - np.abs(np.diag(S_mean))**2
map_spacing = 2 * np.pi / size
map_mean = gammas.mean()
assert abs(map_mean / log_width(T_measured, map_spacing) - 1) < 1e-4
eta = 0.5 * np.median(gammas)
capped_left = np.log(np.abs(np.linalg.det(scattering(eta)))).mean()
capped_right = -np.sum(np.minimum(gammas / 2, eta))
assert abs(capped_left - capped_right) < 2e-3

# Linear estimate = first-step loss of a uniformly filled cavity
vec = rng.normal(size=(size, 40000)) + 1j * rng.normal(size=(size, 40000))
vec /= np.linalg.norm(vec, axis=0)
first_loss = 1 - np.mean(np.sum(np.abs(A @ vec)**2, axis=0))
assert abs(first_loss / linear_width(trans, map_spacing) - 1) < 0.04

# Perfect coupling: strength of S at height eta, by Parseval sum over steps.
# Tolerance covers finite step (order eta) and leakage (order D/eta).
big, height, strength = 300, 0.05, []
for _ in range(20):
    W = random_unitary(big)
    state = np.eye(big, 2, dtype=complex)
    total = 0.0
    for step in range(1, 151):
        state = W @ state
        total += np.exp(-2*height*step) * np.mean(np.abs(state[:2])**2)
        state[:2] = 0
    strength.append(total)
strength_ratio = np.mean(strength) * 2 * height * big
assert abs(strength_ratio - 1) < 0.2

# Perfect coupling: number of widths between x1 and x2 from the 1/x tail
perfect = map_widths(1.0, 80, 200)
x1, x2 = 0.2, 0.4
tail_count = np.mean(np.sum((perfect > x1) & (perfect < x2), axis=1))
tail_law = 2 / x1 - 2 / x2
assert abs(tail_count / tail_law - 1) < 0.1

# Random real symmetric Hamiltonian (band -2..2), two channels, strength kappa.
# Poles from H - i kappa P P^T; T from S on the real axis via the K matrix.
# Tolerance covers sampling noise and the slight curvature of the band.
n_h, samples, half = 100, 200, 0.3
kappas = (0.5, 2.0)
pole_sum = np.zeros(2)
broad_count = np.zeros(2)
S_sum = np.zeros((2, 2), complex)
energies = -half + 2 * half * (np.arange(40) + 0.5) / 40
for _ in range(samples):
    a = rng.normal(size=(n_h, n_h))
    H = (a + a.T) / np.sqrt(2 * n_h)
    levels, vectors = np.linalg.eigh(H)
    P = vectors[:2]
    G = np.einsum('an,en,bn->eab', P, 1/(energies[:, None] - levels), P,
                  optimize=True)
    for i, kappa in enumerate(kappas):
        K = kappa * G
        Sh = np.linalg.solve(np.eye(2) + 1j * K, np.eye(2) - 1j * K)
        S_sum[i] += np.diag(Sh.mean(axis=0))
        Heff = H.astype(complex)
        Heff[0, 0] -= 1j * kappa
        Heff[1, 1] -= 1j * kappa
        poles = np.linalg.eigvals(Heff)
        g = -2 * poles.imag
        broad_count[i] += np.sum(g > 1.0)
        pole_sum[i] += np.sum(g[(np.abs(poles.real) < half) & (g < 1.0)])
width_over_D = pole_sum / (samples * 2 * half)
T_h = 1 - np.abs(S_sum / samples)**2
log_h = np.array([log_width(t, 1.0) for t in T_h])
lin_h = np.array([linear_width(t, 1.0) for t in T_h])
broad_count /= samples
assert np.all(np.abs(width_over_D / log_h - 1) < 0.12)
assert np.all(width_over_D / lin_h > 1.8)
assert broad_count[0] < 0.05 and abs(broad_count[1] - 2) < 0.05

# GaAs dot: rough typical inputs
e, hbar, kB = const.e, const.hbar, const.k
micro = 1e6 / e
area, mass_ratio, density = 1e-12, 0.067, 2e15
temperature, field, g_factor = 0.05, 0.02, 0.44
dephasing_time, eps_r, gap_eV = 1e-9, 12.9, 1.5
saddle_meV, mode_meV = 1.0, 3.0
mass = mass_ratio * const.m_e
D = 2 * np.pi * hbar**2 / (mass * area) * micro
kF = np.sqrt(2 * np.pi * density)
vF = hbar * kF / mass
fermi_meV = (hbar * kF)**2 / (2 * mass) / e * 1e3
crossing = hbar * vF / np.sqrt(area) * micro
T_main = 0.95
lin_main = linear_width([T_main] * 2, D)
log_main = log_width([T_main] * 2, D)
tail_end = 2 * D * T_main**2 / (2 * np.pi * (1 - T_main))
ensemble = map_widths(T_main, 80, 200) * 80 * D / (2 * np.pi)
half_size = map_widths(T_main, 40, 400) * 40 * D / (2 * np.pi)
assert abs(ensemble.mean() / log_main - 1) < 1e-6
median, median_half = np.median(ensemble), np.median(half_size)
assert abs(median_half / median - 1) < 0.1
below_mean = np.mean(ensemble < log_main)
beyond = np.mean(np.maximum(ensemble - crossing, 0)) / log_main
threshold = brentq(lambda t: -t / np.log1p(-t) - 0.9, 1e-3, 0.9)

# Effects left out of the independent-electron, constant-T model
capacitance = 8 * eps_r * const.epsilon_0 * np.sqrt(area / np.pi)
charging = e**2 / capacitance * micro
thermal = 3.53 * kB * temperature * micro
zeeman = g_factor * const.physical_constants['Bohr magneton'][0] * field * micro
dephasing = hbar / dephasing_time * micro
mass_shift = 2 * (1 - mass_ratio)**2 / gap_eV * fermi_meV * 1e-3
cyclotron_nm = hbar * kF / (e * field) * 1e9
flux_quanta = field * area / (const.h / e)
barrier_x = np.log(T_main / (1 - T_main))
shifted_x = barrier_x + 2 * np.pi * log_main * 1e-3 / saddle_meV
contact_shift = np.log1p(np.exp(shifted_x)) / np.log1p(np.exp(barrier_x)) - 1
next_mode = 1 / (1 + np.exp(-(barrier_x - 2*np.pi*mode_meV/saddle_meV)))

for k, t, g, l in fence_rows:
    print(f"Equal spacing, kappa={k:.1f}: T={t:.4f}, width/D={g:.4f}, linear/D={l:.4f}")
print(f"Random cavity: N={size}, T from mean S = {T_measured[0]:.4f}, {T_measured[1]:.4f}")
print(f"  mean width/D: poles {map_mean/map_spacing:.4f}, log formula "
      f"{log_width(T_measured, map_spacing)/map_spacing:.4f}, "
      f"linear {linear_width(T_measured, 1.0):.4f}")
print(f"  mean ln|det S| at half the median width: {capped_left:.4f}, from poles {capped_right:.4f}")
print(f"  first-step loss {first_loss:.5f}, sum T/N {trans.sum()/size:.5f}")
print(f"T=1: mean |S_ab|^2 over its estimate D/(4 pi eta) = {strength_ratio:.3f}")
print(f"T=1, N=80: widths per sample in {x1}-{x2} (phase units): {tail_count:.3f}, tail law {tail_law:.3f}")
for i, k in enumerate(kappas):
    print(f"Random Hamiltonian, kappa={k:.1f}: T={T_h[i].mean():.3f}, split-off poles {broad_count[i]:.3f}")
    print(f"  width/D: poles {width_over_D[i]:.3f}, log {log_h[i]:.3f}, linear {lin_h[i]:.3f}")
print(f"Linear estimate is 10% low at T = {threshold:.3f}")
print(f"Dot area {area*1e12:.1f} um2, mass ratio {mass_ratio}, density {density*1e-4:.1e} cm-2 (rough)")
print(f"Level spacing per spin D = {D:.3f} ueV; Fermi energy {fermi_meV:.2f} meV")
print("Two contacts, each T: linear width (ueV), log width (ueV), ratio")
for t in (0.1, 0.5, 0.9, 0.95, 0.99, 0.999):
    lw, gw = linear_width([t]*2, D), log_width([t]*2, D)
    print(f"  T={t:.3f}: {lw:.3f}  {gw:.3f}  {gw/lw:.3f}")
print(f"Main case T={T_main}: hbar/width: linear {hbar*micro/lin_main*1e12:.1f} ps, "
      f"log {hbar*micro/log_main*1e12:.1f} ps")
print(f"Ensemble N=80, 200 samples: mean {ensemble.mean():.3f} ueV, median {median:.3f} ueV")
print(f"Median at N=40: {median_half:.3f} ueV, shift {100*(median_half/median-1):.2f} %")
print(f"Fraction of widths below the mean: {below_mean:.3f}")
print(f"Rough end of width tail {tail_end:.1f} ueV; ballistic crossing energy {crossing:.1f} ueV")
print(f"Part of mean width in excess of crossing energy: {100*beyond:.2f} %")
print(f"T=1: capped mean gains {D/np.pi*np.log(2):.3f} ueV per doubling of the cap")
print(f"Neglected: charging energy {charging:.0f} ueV (isolated disc, rough)")
print(f"Neglected: thermal smearing {thermal:.1f} ueV at {temperature*1e3:.0f} mK")
print(f"Neglected: Zeeman splitting {zeeman:.2f} ueV at {field*1e3:.0f} mT")
print(f"Neglected: dephasing {dephasing:.2f} ueV for rough time {dephasing_time*1e9:.0f} ns")
print(f"Neglected: mass shift by nonparabolicity {100*mass_shift:.2f} %")
print(f"Field: {flux_quanta:.2f} flux quanta h/e in dot; cyclotron radius {cyclotron_nm:.0f} nm")
print(f"Contacts: saddle energy {saddle_meV:.1f} meV, mode spacing {mode_meV:.1f} meV (rough)")
print(f"Neglected: log width changes {100*contact_shift:.2f} % when energy rises by one mean width")
print(f"Neglected: transmission of next contact mode {next_mode:.1e}")
print("all assertions hold")
```

It prints:

```
Equal spacing, kappa=0.5: T=0.8889, width/D=0.3497, linear/D=0.1415
Equal spacing, kappa=2.0: T=0.8889, width/D=0.3497, linear/D=0.1415
Random cavity: N=40, T from mean S = 0.6000, 0.9500
  mean width/D: poles 0.6226, log formula 0.6226, linear 0.2467
  mean ln|det S| at half the median width: -1.0409, from poles -1.0409
  first-step loss 0.03882, sum T/N 0.03875
T=1: mean |S_ab|^2 over its estimate D/(4 pi eta) = 0.891
T=1, N=80: widths per sample in 0.2-0.4 (phase units): 5.095, tail law 5.000
Random Hamiltonian, kappa=0.5: T=0.889, split-off poles 0.000
  width/D: poles 0.686, log 0.700, linear 0.283
Random Hamiltonian, kappa=2.0: T=0.884, split-off poles 2.000
  width/D: poles 0.661, log 0.685, linear 0.281
Linear estimate is 10% low at T = 0.193
Dot area 1.0 um2, mass ratio 0.067, density 2.0e+11 cm-2 (rough)
Level spacing per spin D = 7.146 ueV; Fermi energy 7.15 meV
Two contacts, each T: linear width (ueV), log width (ueV), ratio
  T=0.100: 0.227  0.240  1.054
  T=0.500: 1.137  1.577  1.386
  T=0.900: 2.047  5.237  2.558
  T=0.950: 2.161  6.814  3.153
  T=0.990: 2.252  10.475  4.652
  T=0.999: 2.272  15.712  6.915
Main case T=0.95: hbar/width: linear 304.6 ps, log 96.6 ps
Ensemble N=80, 200 samples: mean 6.814 ueV, median 3.863 ueV
Median at N=40: 3.926 ueV, shift 1.62 %
Fraction of widths below the mean: 0.714
Rough end of width tail 41.1 ueV; ballistic crossing energy 127.5 ueV
Part of mean width in excess of crossing energy: 0.00 %
T=1: capped mean gains 1.577 ueV per doubling of the cap
Neglected: charging energy 311 ueV (isolated disc, rough)
Neglected: thermal smearing 15.2 ueV at 50 mK
Neglected: Zeeman splitting 0.51 ueV at 20 mT
Neglected: dephasing 0.66 ueV for rough time 1 ns
Neglected: mass shift by nonparabolicity 0.83 %
Field: 4.84 flux quanta h/e in dot; cyclotron radius 3689 nm
Contacts: saddle energy 1.0 meV, mode spacing 3.0 meV (rough)
Neglected: log width changes 1.36 % when energy rises by one mean width
Neglected: transmission of next contact mode 1.2e-07
all assertions hold
```
